# Size and Z Dependence of Recoil Terms in Hydrogen 1S: verification in Python

```python
"""Recoil of a point nucleus in the hydrogenlike 1S state.

Result under test, first order in m/M and in units of m^2/M, a = Z alpha:
  a^2/2 + 0*a^4 + a^5*S(a)/pi + (4 ln 2 - 7/2)*a^6 + ...
  S(a) = -(2/3) ln a - (8/3) ln k0 + (14/3) ln 2 + 62/9
m, M: electron and nuclear mass; ln k0: Bethe logarithm of 1S.
Independent road: a sum over Dirac-Coulomb states in a spline basis,
  (1/pi) int_0^inf dy sum_n d_n/(d_n^2+y^2) |<n|p - D(iy)|1S>|^2,
d_n: energy of state n above 1S; p: electron momentum;
D: transverse photon field of the nucleus acting on the electron.
Lengths are in units of 1/m and energies in units of m (hbar = c = 1).
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.interpolate import BSpline
from scipy.linalg import block_diag, eigh
from scipy.special import gamma, gammainc

ALPHA = const.fine_structure
MASS_RATIO = const.m_e / const.m_p
UNIT_KHZ = const.m_e * const.c**2 / const.h * MASS_RATIO / 1e3
LN2 = np.log(2.0)
SIXTH = 4 * LN2 - 3.5
CHANNELS = {1: 3.0, -2: 2.0 / 3.0}  # Dirac kappa: angular weight


def breit_mass_series():
    """Coefficients of (m/M)^0,1,2 in the a^4 energy over m, and split."""
    r, x = sp.symbols("r x", positive=True)
    phi = sp.exp(-r) / sp.sqrt(sp.pi)
    d1, d2 = sp.diff(phi, r), sp.diff(phi, r, 2)
    p2phi = -d2 - 2 * d1 / r

    def integral(f):
        return sp.integrate(sp.expand(4 * sp.pi * r**2 * f), (r, 0, sp.oo))

    p4 = integral(p2phi**2)
    orbit = -integral(phi * (p2phi - d2) / r) / 2
    density = phi.subs(r, 0)**2
    mu = 1 / (1 + x)
    energy = (-p4 * mu**4 * (1 + x**3) / 8
              + sp.pi * density * mu**3 * (1 + x**2) / 2
              + x * mu**3 * orbit)
    coeff = [sp.simplify(sp.diff(energy, x, k).subs(x, 0))
             / sp.factorial(k) for k in range(3)]
    scaled = sp.diff(-mu / 8, x).subs(x, 0)
    return coeff, scaled, coeff[1] - scaled


def bethe_logarithm():
    """ln k0 (Rydberg units) and two sum rules from dipole strengths."""
    n = np.arange(2, 20001, dtype=float)
    strength = 256 * n**5 / 3 * np.exp(
        (2 * n - 4) * np.log(n - 1) - (2 * n + 4) * np.log(n + 1))
    gap = 1 - 1 / n**2

    def total(func):
        def density(k):
            e = 1 + k * k
            s = 128 / 3 / e**4 * np.exp(-4 * np.arctan(k) / k)
            return 2 * k * s / (-np.expm1(-2 * np.pi / k)) * func(e)
        cont = quad(density, 0, 1, epsabs=1e-12)[0]
        cont += quad(density, 1, np.inf, epsabs=1e-11, limit=300)[0]
        return np.sum(strength * func(gap)) + cont

    count = total(lambda e: e**0)
    norm = total(lambda e: e**2)
    return total(lambda e: e**2 * np.log(e)) / norm, count, norm


def make_grid(a, intervals, inner):
    """Breakpoints and composite Gauss points, fine near the nucleus."""
    top = np.log1p(40 / a / inner)
    breaks = inner * np.expm1(np.linspace(0, top, intervals + 1))
    node, weight = np.polynomial.legendre.leggauss(12)
    half = np.diff(breaks)[:, None] / 2
    mid = (breaks[1:] + breaks[:-1])[:, None] / 2
    return breaks, (mid + half * node).ravel(), (half * weight).ravel()


def ground_state(a, r):
    """1S energy, large and small radial functions, their derivatives."""
    g0 = np.sqrt(1 - a * a)
    ratio = -a / (1 + g0)
    norm2 = (2 * a)**(2 * g0 + 1) / gamma(2 * g0 + 1) / (1 + ratio**2)
    large = np.sqrt(norm2) * r**(g0 - 1) * np.exp(-a * r)
    dlarge = ((g0 - 1) / r - a) * large
    return g0, large, ratio * large, dlarge, ratio * dlarge


def momentum_source(kappa, r, state):
    _, _, small, dlarge, dsmall = state
    if kappa == 1:
        return dlarge / 3, (dsmall + 2 * small / r) / 3
    return dlarge, dsmall - small / r


def photon_source(kappa, a, r, state, y=None):
    """Radial parts of D(iy) on 1S; y=None means zero frequency."""
    col = r[:, None]
    if y is None:
        u = w = 0.5 / col
    else:
        x = col * y
        q = gammainc(2, x) / x**2
        u, w = (np.exp(-x) - q) / col, (3 * q - np.exp(-x)) / col
    large, small = state[1][:, None], state[2][:, None]
    if kappa == 1:
        return a * small * (w - u) / 3, -a * large * (w / 3 + u)
    return a * small * (2 * u + w), -a * large * w


def splines(breaks, degree, r):
    knots = np.concatenate((np.full(degree, breaks[0]), breaks,
                            np.full(degree, breaks[-1])))
    basis = BSpline(knots, np.eye(len(knots) - degree - 1), degree)
    return basis(r)[:, 1:-1], basis(r, 1)[:, 1:-1]


def dirac_states(kappa, a, breaks, r, weight):
    """Spectrum with unequal spline degrees for the two components."""
    up, _ = splines(breaks, 7, r)
    low, dlow = splines(breaks, 8, r)
    if kappa < 0:
        low, dlow = low[:, 1:], dlow[:, 1:]
    wc = weight[:, None]
    up = up / np.sqrt(np.sum(wc * up**2, axis=0))
    size = np.sqrt(np.sum(wc * low**2, axis=0))
    low, dlow = low / size, dlow / size
    pot = -a / r[:, None]
    overlap = block_diag(up.T @ (wc * up), low.T @ (wc * low))
    cross = up.T @ (wc * (kappa * low / r[:, None] - dlow))
    ham = np.block([[up.T @ (wc * (pot + 1) * up), cross],
                    [cross.T, low.T @ (wc * (pot - 1) * low)]])
    energy, vec = eigh(ham, overlap)
    n_up = up.shape[1]
    return energy, up @ vec[:n_up], low @ vec[n_up:]


def retarded_parts(a, intervals=90, inner=1e-4):
    """Coulomb, one- and two-photon recoil beyond the instantaneous
    part, each multiplied by pi/a^5."""
    breaks, r, weight = make_grid(a, intervals, inner)
    state = ground_state(a, r)
    edges = np.concatenate(([0.0], np.geomspace(0.1 * a * a, 1e5, 25)))
    node, wn = np.polynomial.legendre.leggauss(10)
    half = np.diff(edges)[:, None] / 2
    y = ((edges[1:] + edges[:-1])[:, None] / 2 + half * node).ravel()
    wy = (half * wn).ravel()
    measure = (weight * r)[:, None]
    parts = np.zeros(3)
    for kappa, factor in CHANNELS.items():
        energy, up, low = dirac_states(kappa, a, breaks, r, weight)

        def project(source):
            return up.T @ (measure * source[0]) + low.T @ (
                measure * source[1])

        mom = momentum_source(kappa, r, state)
        p_n = project([m[:, None] for m in mom])[:, 0]
        d_zero = project(photon_source(kappa, a, r, state))[:, 0]
        d_y = project(photon_source(kappa, a, r, state, y))
        gap = (energy - state[0])[:, None]
        kernel = gap / (gap**2 + y**2)
        one = p_n @ d_zero - 2 / np.pi * (p_n @ (kernel * d_y)) @ wy
        two = np.sum(kernel * d_y**2, axis=0) @ wy / np.pi
        parts += factor * np.array([-np.sum(p_n[energy < 0]**2), one, two])
    return parts * np.pi / a**5


def instantaneous_part(a):
    """<p^2 - 2 D(0).p> by direct radial quadrature."""
    _, r, weight = make_grid(a, 120, 1e-8)
    state = ground_state(a, r)
    total = 0.0
    for kappa, factor in CHANNELS.items():
        mom = momentum_source(kappa, r, state)
        field = photon_source(kappa, a, r, state)
        for m, f in zip(mom, field):
            total += factor * np.sum(weight * r**2 * (m * m - 2 * m * f[:, 0]))
    return total


# Fourth order: Breit Hamiltonian and the exact instantaneous identity
breit, scaled_part, breit_rest = breit_mass_series()
assert breit[0] == -sp.Rational(1, 8)
assert breit[1] == 0
assert breit[2] == sp.Rational(1, 4)
assert breit_rest == -sp.Rational(1, 8)
strong = 0.5
instant = instantaneous_part(strong)
assert abs(instant - strong**2) < 2e-5

# Bethe logarithm, checked through the exact dipole sum rules
ln_k0, rule_count, rule_norm = bethe_logarithm()
assert abs(rule_count - 1) < 1e-6
assert abs(rule_norm - 16 / 3) < 1e-6


def salpeter(a):
    return -2 / 3 * np.log(a) - 8 / 3 * ln_k0 + 14 / 3 * LN2 + 62 / 9


# Integrals that enter the fifth-order coefficient
def seagull(x):
    q = gammainc(2, x) / x**2
    return 2 * (np.exp(-x) - q)**2 + 4 * q**2


def split_quad(f):
    return quad(f, 0, 1)[0] + quad(f, 1, np.inf)[0]


j_zero = split_quad(seagull)
j_log = split_quad(lambda x: np.log(x) * seagull(x))
assert abs(j_zero - 1) < 1e-6
assert abs(j_log - (4 / 3 - np.euler_gamma - 7 / 3 * LN2)) < 1e-6


def pair_integrand(q):
    e = np.sqrt(1 + q * q)
    return (e - 1) / (e * (e + 1)**2)


pair = split_quad(pair_integrand)
assert abs(pair - 1 / 3) < 1e-7

# Three fifth-order parts separately, at coupling so weak that the
# next order in the coupling is below the tolerance
weak = 0.001
weak_parts = retarded_parts(weak)
weak_formula = np.array([
    -4 / 3,
    8 / 3 * (np.log(4 / weak) - ln_k0 + 4 / 3),
    2 * np.log(weak) + 14 / 3 - 2 / 3 * LN2])
assert np.all(np.abs(weak_parts - weak_formula) < 0.06)

# All-order values; hydrogen also in a second, coarser basis
charges = [1, 2, 3, 4, 5, 6, 8, 10, 20]
full = {z: retarded_parts(z * ALPHA).sum() for z in charges}
coarse = retarded_parts(ALPHA, intervals=75, inner=2e-4).sum()
assert abs(full[1] - coarse) < 1e-3
series_h = salpeter(ALPHA) + np.pi * ALPHA * SIXTH
assert abs(full[1] - series_h) < 2e-3

# Sixth-order coefficient by extrapolation to zero coupling; the
# omitted squared logarithm of the next order limits the accuracy
fit_a = np.array([2, 3, 4, 5, 6, 8, 10]) * ALPHA
fit_y = np.array([(full[z] - salpeter(z * ALPHA)) / (np.pi * z * ALPHA)
                  for z in (2, 3, 4, 5, 6, 8, 10)])
design = np.column_stack((np.ones(7), fit_a, fit_a * np.log(fit_a)))
fit_sixth = np.linalg.lstsq(design, fit_y, rcond=None)[0][0]
assert abs(fit_sixth - SIXTH) < 0.02


def terms_khz(z):
    a = z * ALPHA
    return UNIT_KHZ * np.array([float(breit_rest) * a**4,
                                a**5 * salpeter(a) / np.pi,
                                a**6 * SIXTH])


step = 1e-4
slopes = np.log(np.abs(terms_khz(1 + step) / terms_khz(1 - step)))
slopes /= np.log((1 + step) / (1 - step))
assert abs(slopes[1] - (5 - 2 / (3 * salpeter(ALPHA)))) < 1e-6

hyd = terms_khz(1)
fifth_unit = UNIT_KHZ * ALPHA**5 / np.pi
print(f"alpha = {ALPHA:.9f}")
print(f"m/M for the proton = {MASS_RATIO:.7e}")
print(f"m^2 c^2/(M h) = {UNIT_KHZ:.6e} kHz")
print(f"Bethe logarithm ln k0 = {ln_k0:.6f}")
print(f"dipole sum rules = {rule_count:.7f}, {rule_norm:.7f} Ry^2")
print(f"<p^2-2D(0).p>/m^2 at Z alpha={strong} : {instant:.6f}")
print("Breit a^4 coefficients of (m/M)^0,1,2 =", *breit)
print("a^4 m^2/M: reduced-mass part, remainder =", scaled_part, breit_rest)
print(f"soft integrals J, J' = {j_zero:.6f}, {j_log:.6f}")
print(f"pair integral = {pair:.6f}")
print(f"fifth-order parts at Z alpha = {weak} (sum over states, formula):")
for name, num, ana in zip(("Coulomb", "one photon", "two photons"),
                          weak_parts, weak_formula):
    print(f"  {name}: {num:.4f}, {ana:.4f}")
print(f"S(alpha) = {salpeter(ALPHA):.5f}")
print(f"4 ln2 - 7/2 = {SIXTH:.5f}; extrapolated = {fit_sixth:.4f}")
print("Hydrogen 1S, first order in m/M:")
print(f"  order 2 = {UNIT_KHZ * ALPHA**2 / 2:.5e} kHz")
print(f"  order 4, reduced-mass part = {-hyd[0]:.1f} kHz")
print(f"  order 4, remainder = {hyd[0]:.1f} kHz")
print(f"  order 4, complete = {UNIT_KHZ * ALPHA**4 * float(breit[1]):.1f} kHz")
print(f"  order 5 = {hyd[1]:.1f} kHz")
print(f"  order 6 = {hyd[2]:.2f} kHz")
print(f"  orders 5+6 = {hyd[1] + hyd[2]:.1f} kHz")
print(f"  all orders beyond instantaneous = {fifth_unit * full[1]:.1f} kHz")
print(f"  change with coarser basis = "
      f"{fifth_unit * abs(full[1] - coarse):.3f} kHz")
second = UNIT_KHZ * MASS_RATIO * ALPHA**4 * float(breit[2])
print(f"order 4, second order in m/M = {second:.2f} kHz")
print(f"|order 4 remainder|/order 5 = {abs(hyd[0]) / hyd[1]:.3f}")
print(f"order 5/|order 6| = {hyd[1] / abs(hyd[2]):.1f}")
print("local powers of Z at Z=1 (orders 4,5,6) = "
      + ", ".join(f"{s:.3f}" for s in slopes))
print("M fixed at proton mass; columns: Z, order 4 remainder (kHz),")
print("  order 5 (kHz), order 6 (kHz), |order 6|/order 5")
for z in (1, 2, 5, 10, 20):
    t4, t5, t6 = terms_khz(z)
    print(f"  {z:2d} {t4:.4e} {t5:.4e} {t6:.4e} {abs(t6) / t5:.5f}")
print("Z, S, S with order 6, all-order value (dimensionless):")
for z in (1, 2, 5, 10, 20):
    s5 = salpeter(z * ALPHA)
    s6 = s5 + np.pi * z * ALPHA * SIXTH
    print(f"  {z:2d} {s5:.4f} {s6:.4f} {full[z]:.4f}")
print("all tests passed")
```

Printed output:

```
alpha = 0.007297353
m/M for the proton = 5.4461702e-04
m^2 c^2/(M h) = 6.729233e+13 kHz
Bethe logarithm ln k0 = 2.984129
dipole sum rules = 1.0000000, 5.3333333 Ry^2
<p^2-2D(0).p>/m^2 at Z alpha=0.5 : 0.250000
Breit a^4 coefficients of (m/M)^0,1,2 = -1/8 0 1/4
a^4 m^2/M: reduced-mass part, remainder = 1/8 -1/8
soft integrals J, J' = 1.000000, -0.861226
pair integral = 0.333333
fifth-order parts at Z alpha = 0.001 (sum over states, formula):
  Coulomb: -1.3302, -1.3333
  one photon: 17.7480, 17.7153
  two photons: -9.6490, -9.6109
S(alpha) = 5.44606
4 ln2 - 7/2 = -0.72741; extrapolated = -0.7399
Hydrogen 1S, first order in m/M:
  order 2 = 1.79170e+09 kHz
  order 4, reduced-mass part = 23852.7 kHz
  order 4, remainder = -23852.7 kHz
  order 4, complete = 0.0 kHz
  order 5 = 2413.9 kHz
  order 6 = -7.39 kHz
  orders 5+6 = 2406.5 kHz
  all orders beyond instantaneous = 2406.8 kHz
  change with coarser basis = 0.003 kHz
order 4, second order in m/M = 25.98 kHz
|order 4 remainder|/order 5 = 9.881
order 5/|order 6| = 326.6
local powers of Z at Z=1 (orders 4,5,6) = 4.000, 4.878, 6.000
M fixed at proton mass; columns: Z, order 4 remainder (kHz),
  order 5 (kHz), order 6 (kHz), |order 6|/order 5
   1 -2.3853e+04 2.4139e+03 -7.3916e+00 0.00306
   2 -3.8164e+05 7.0692e+04 -4.7306e+02 0.00669
   5 -1.4908e+07 6.0573e+06 -1.1549e+05 0.01907
  10 -2.3853e+08 1.7335e+08 -7.3916e+06 0.04264
  20 -3.8164e+09 4.8919e+09 -4.7306e+08 0.09670
Z, S, S with order 6, all-order value (dimensionless):
   1 5.4461 5.4294 5.4299
   2 4.9840 4.9506 4.9528
   5 4.3731 4.2897 4.3034
  10 3.9110 3.7442 3.7951
  20 3.4489 3.1154 3.2941
all tests passed
```
